**Bell-state analysis with two balanced couplers**

The program tests that two balanced couplers and photon counters, without ancilla photons, identify $\Psi^+$ and $\Psi^-$ but give identical click statistics for $\Phi^+$ and $\Phi^-$. The guides $a_0,a_1$ and $b_0,b_1$ carry the two qubits; $\theta$ is a coupler angle, $V$ the squared wavepacket overlap and $\eta$ the transmission per photon. It evolves states in two-photon Fock space and asserts that the output amplitudes agree with the hand-derived ones. It also asserts that the couplers conserve the photon number in each rail pair, and that the sign of $\Phi$ stays hidden for five random networks acting within the pairs. Added couplers between the rails change the identified states to $\Phi^+$ and $\Psi^-$, with the mean success still 0.500. Further assertions compare the error formulas for coupler angles, delay, rail phase and loss with explicit evolution. For the rough silicon-chip parameters, the output shows a mean rate of correct verdicts of about 0.25 and a wrong share of about 0.017 among announced verdicts.

## Numerical verification

```python
# RESULT UNDER TEST: two balanced couplers and photon counters, without ancilla
# photons, identify Psi+ and Psi- but cannot tell Phi+ from Phi-.
# The mean unambiguous success is 1/2 for equally likely Bell states.
# Guides 0,1,2,3 are a0,a1,b0,b1 at the input and c0,c1,d0,d1 at the output.
# Psi+- = (a0 b1 +- a1 b0)/sqrt2, Phi+- = (a0 b0 +- a1 b1)/sqrt2 (creation operators).
# theta: coupler angle; V: squared wavepacket overlap; eta: transmission per photon.
# Click probabilities come from exponentiated Hamiltonians in two-photon Fock space.
from itertools import combinations_with_replacement
import numpy as np
from scipy.linalg import expm
from scipy.integrate import quad
from scipy import constants as const

NAMES = ("Psi+", "Psi-", "Phi+", "Phi-")
SAME = ((1, 1, 0, 0), (0, 0, 1, 1))
CROSS = ((1, 0, 0, 1), (0, 1, 1, 0))


def occupations(modes):
    return [tuple((i == k) + (j == k) for k in range(modes))
            for i, j in combinations_with_replacement(range(modes), 2)]


def lift(h):
    """Matrix of sum h[p,q] create_p destroy_q in the two-photon sector."""
    modes = len(h)
    occ = occupations(modes)
    index = {n: k for k, n in enumerate(occ)}
    big = np.zeros((len(occ), len(occ)), complex)
    for col, n in enumerate(occ):
        for q in range(modes):
            if n[q] == 0:
                continue
            for p in range(modes):
                if h[p, q] == 0:
                    continue
                new = list(n)
                factor = np.sqrt(new[q])
                new[q] -= 1
                factor *= np.sqrt(new[p] + 1)
                new[p] += 1
                big[index[tuple(new)], col] += h[p, q] * factor
    return big


def create_pair(u, v):
    """State made by two creation operators with mode amplitudes u and v."""
    occ = occupations(len(u))
    index = {n: k for k, n in enumerate(occ)}
    state = np.zeros(len(occ), complex)
    for i in range(len(u)):
        for j in range(len(u)):
            n = tuple((i == k) + (j == k) for k in range(len(u)))
            state[index[n]] += u[i] * v[j] * (np.sqrt(2) if i == j else 1)
    return state


def bell(name, modes=4, V=1.0):
    e = np.eye(modes)
    A = [e[0], e[1]]
    B = [np.sqrt(V) * e[2 + k] for k in (0, 1)]
    if modes == 8:
        B = [B[k] + np.sqrt(1 - V) * e[6 + k] for k in (0, 1)]
    sign = 1 if name[-1] == "+" else -1
    flip = 1 if name[:3] == "Psi" else 0
    return (create_pair(A[0], B[flip])
            + sign * create_pair(A[1], B[1 - flip])) / np.sqrt(2)


def couplers(theta0, theta1):
    h = np.zeros((4, 4), complex)
    h[0, 2] = h[2, 0] = theta0
    h[1, 3] = h[3, 1] = theta1
    return h


def evolve(state, stages):
    for h in stages:
        state = expm(-1j * lift(h)) @ state
    return state


def clicks(state, modes=4, hidden="wavepacket"):
    """Photon-count probabilities; the second four modes are a second
    wavepacket seen by the same counters, or lost light seen by none."""
    table = {}
    for n, amplitude in zip(occupations(modes), state):
        seen = n[:4]
        if modes == 8 and hidden == "wavepacket":
            seen = tuple(n[k] + n[k + 4] for k in range(4))
        table[seen] = table.get(seen, 0.0) + abs(amplitude)**2
    return table


def total(table, patterns):
    return sum(table.get(m, 0.0) for m in patterns)


def analyse(tables):
    """Identified states, mean unambiguous success and mean best-guess success."""
    patterns = set().union(*[set(t) for t in tables.values()])
    sure = {name: 0.0 for name in tables}
    guess = 0.0
    for m in patterns:
        p = {name: tables[name].get(m, 0.0) for name in tables}
        guess += max(p.values()) / 4
        possible = [name for name in p if p[name] > 1e-12]
        if len(possible) == 1:
            sure[possible[0]] += p[possible[0]]
    found = {name for name in sure if sure[name] > 1 - 1e-9}
    return found, sum(sure.values()) / 4, guess


# Ideal analyser: amplitudes from evolution against the hand-derived output
balanced = couplers(np.pi / 4, np.pi / 4)
outputs = {name: evolve(bell(name), [balanced]) for name in NAMES}
r = 1 / np.sqrt(2)
derived = {
    "Psi+": {(1, 1, 0, 0): -1j * r, (0, 0, 1, 1): -1j * r},
    "Psi-": {(1, 0, 0, 1): r, (0, 1, 1, 0): -r},
    "Phi+": {(2, 0, 0, 0): -0.5j, (0, 0, 2, 0): -0.5j,
             (0, 2, 0, 0): -0.5j, (0, 0, 0, 2): -0.5j},
    "Phi-": {(2, 0, 0, 0): -0.5j, (0, 0, 2, 0): -0.5j,
             (0, 2, 0, 0): 0.5j, (0, 0, 0, 2): 0.5j}}
for name in NAMES:
    expected = np.array([derived[name].get(n, 0) for n in occupations(4)])
    assert np.allclose(outputs[name], expected, atol=1e-12)
ideal = {name: clicks(outputs[name]) for name in NAMES}
found, success, guess = analyse(ideal)
assert found == {"Psi+", "Psi-"}
assert abs(success - 0.5) < 1e-12 and abs(guess - 0.75) < 1e-12

# Cause: conserved photon number in rail pair 0 hides the Phi sign
N0 = lift(np.diag([1.0, 0.0, 1.0, 0.0]))
H = lift(balanced)
assert np.allclose(N0 @ H, H @ N0)
rng = np.random.default_rng(4)
for trial in range(5):
    h = np.zeros((4, 4), complex)
    for pair in ((0, 2), (1, 3)):
        x = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
        h[np.ix_(pair, pair)] = x + x.conj().T
    plus, minus = [abs(evolve(bell(s), [h]))**2 for s in ("Phi+", "Phi-")]
    e = np.eye(4)
    mixture = sum(abs(evolve(create_pair(e[k], e[k + 2]), [h]))**2
                  for k in (0, 1)) / 2
    assert np.allclose(plus, minus) and np.allclose(plus, mixture)

# Control: couplers between rails break the conservation and move the blind spot
rail = np.zeros((4, 4), complex)
rail[0, 1] = rail[1, 0] = rail[2, 3] = rail[3, 2] = np.pi / 4
R = lift(rail)
assert np.linalg.norm(N0 @ R - R @ N0) > 0.1
moved, moved_success, _ = analyse(
    {name: clicks(evolve(bell(name), [balanced, rail])) for name in NAMES})
assert moved == {"Phi+", "Psi-"} and abs(moved_success - 0.5) < 1e-12

# Example: rough typical values for a silicon chip
wavelength_nm, temperature_K = 1550.0, 300.0
index_difference = 0.020
error0, error1 = 0.05, 0.03
pulse_ps, mismatch_um, group_index = 10.0, 100.0, 4.2
thermo_optic, heat_K, path_um = 1.8e-4, 0.10, 1000.0
loss_dB, detector = 1.0, 0.90
mean_pairs, dark_rate, gate_ns = 0.010, 100.0, 1.0
kerr_per_W_m = 200.0

# Balanced length, checked by interference of the two coupler supermodes
length_um = wavelength_nm / (4 * index_difference) * 1e-3
phases = 2 * np.pi * length_um * 1e3 / wavelength_nm * np.array(
    [2.40 + index_difference / 2, 2.40 - index_difference / 2])
crossed = abs((np.exp(1j * phases[0]) - np.exp(1j * phases[1])) / 2)**2
assert abs(crossed - 0.5) < 1e-10

# Unequal coupler angles
theta0, theta1 = np.pi / 4 * (1 + error0), np.pi / 4 * (1 + error1)
faulty = couplers(theta0, theta1)
plus_error = total(clicks(evolve(bell("Psi+"), [faulty])), CROSS)
minus_error = total(clicks(evolve(bell("Psi-"), [faulty])), SAME)
assert abs(plus_error - np.cos(theta0 + theta1)**2) < 1e-12
assert abs(minus_error - np.sin(theta0 - theta1)**2) < 1e-12

# Delay between photons: overlap by quadrature, errors by extra modes
delay_ps = group_index * mismatch_um * 1e-6 / const.c * 1e12


def envelope(t):
    return np.exp(-2 * np.log(2) * (t / pulse_ps)**2)


norm = quad(lambda t: envelope(t)**2, -60, 60)[0]
overlap = quad(lambda t: envelope(t) * envelope(t - delay_ps), -60, 60)[0] / norm
V = overlap**2
assert abs(V - np.exp(-2 * np.log(2) * (delay_ps / pulse_ps)**2)) < 1e-7
two_packets = np.kron(np.eye(2), balanced)
for trial_V in (0.0, V, 1.0):
    for name, wrong in (("Psi+", CROSS), ("Psi-", SAME)):
        t = clicks(evolve(bell(name, 8, trial_V), [two_packets]), 8)
        assert abs(total(t, wrong) - (1 - trial_V) / 2) < 1e-10
delay_error = (1 - V) / 2

# Phase between the two rails of qubit A from unequal heating
phi = 2 * np.pi * thermo_optic * heat_K * path_um * 1e3 / wavelength_nm
shift = np.diag([0, phi, 0, 0]).astype(complex)
phase_error = total(clicks(evolve(bell("Psi+"), [shift, balanced])), CROSS)
phase_error_minus = total(clicks(evolve(bell("Psi-"), [shift, balanced])), SAME)
assert abs(phase_error - np.sin(phi / 2)**2) < 1e-12
assert abs(phase_error_minus - np.sin(phi / 2)**2) < 1e-12

# Loss: each output is coupled to an unobserved mode
eta = 10**(-loss_dB / 10) * detector
leak = np.kron(np.array([[0, 1], [1, 0]]), np.eye(4)) * np.arccos(np.sqrt(eta))
lossy = {name: clicks(evolve(bell(name, 8), [two_packets, leak]), 8, "loss")
         for name in NAMES}
lossy_success = (total(lossy["Psi+"], SAME) + total(lossy["Psi-"], CROSS)) / 4
assert abs(lossy_success - eta**2 / 2) < 1e-10
for name in ("Phi+", "Phi-"):
    assert total(lossy[name], SAME + CROSS) < 1e-12

# Coupler, delay, phase and uniform loss errors acting together
stages = [np.kron(np.eye(2), shift), np.kron(np.eye(2), faulty)]
joint = {name: clicks(evolve(bell(name, 8, V), stages), 8) for name in NAMES}
right = eta**2 * (total(joint["Psi+"], SAME) + total(joint["Psi-"], CROSS)) / 4
announced = eta**2 * sum(total(joint[s], SAME + CROSS) for s in NAMES) / 4
assert total(joint["Phi+"], SAME + CROSS) < 1e-12
assert total(joint["Phi-"], SAME + CROSS) < 1e-12
wrong_share = 1 - right / announced

# Extra pairs: thermal pair statistics, herald of low efficiency (weight n)
n = np.arange(1, 80)
weights = n * mean_pairs**n / (1 + mean_pairs)**(n + 1)
extra_pairs = 1 - (weights[0] / weights.sum())**2
assert abs(extra_pairs - (1 - (1 + mean_pairs)**-4)) < 1e-12

# Remaining small effects
photon_J = const.h * const.c / (wavelength_nm * 1e-9)
thermal = 1 / np.expm1(photon_J / (const.k * temperature_K))
dark_false = 2 * dark_rate * gate_ns * 1e-9
kerr_phase = kerr_per_W_m * photon_J / (pulse_ps * 1e-12) * path_um * 1e-6
assert max(thermal, dark_false, kerr_phase) < 1e-5

print("IDEAL: probabilities of same-side, opposite-side, both in one counter")
for name in NAMES:
    bunched = sum(p for m, p in ideal[name].items() if max(m) == 2)
    print(f"{name}: {total(ideal[name], SAME):.3f}, "
          f"{total(ideal[name], CROSS):.3f}, {bunched:.3f}")
print("Phi+ chance of both photons in c0:", f"{ideal['Phi+'][(2, 0, 0, 0)]:.3f}")
print("Phi- chance of both photons in c0:", f"{ideal['Phi-'][(2, 0, 0, 0)]:.3f}")
print("identified states:", ", ".join(sorted(found)))
print(f"mean unambiguous success: {success:.3f}")
print(f"mean success with best guesses: {guess:.3f}")
print("identified after added rail couplers:", ", ".join(sorted(moved)))
print(f"mean success after added rail couplers: {moved_success:.3f}")
print("EXAMPLE: rough typical silicon-chip parameters")
print(f"wavelength: {wavelength_nm:.0f} nm; temperature: {temperature_K:.0f} K")
print(f"supermode index difference: {index_difference:.3f}")
print(f"balanced coupler length: {length_um:.2f} um")
print(f"coupler angle errors: {100*error0:.1f} and {100*error1:.1f} percent")
print(f"coupler angles: {theta0:.4f} and {theta1:.4f} rad")
print(f"coupler misreading of Psi+: {plus_error:.5f}")
print(f"coupler misreading of Psi-: {minus_error:.6f}")
print(f"pulse intensity full width at half maximum: {pulse_ps:.1f} ps")
print(f"path mismatch: {mismatch_um:.0f} um; group index: {group_index:.1f}")
print(f"delay: {delay_ps:.3f} ps; squared overlap V: {V:.4f}")
print(f"delay misreading of either Psi: {delay_error:.4f}")
print(f"thermo-optic coefficient: {thermo_optic:.1e} per K")
print(f"rail temperature difference: {heat_K:.2f} K over {path_um:.0f} um")
print(f"rail phase: {phi:.4f} rad; misreading of either Psi: {phase_error:.5f}")
print(f"chip loss: {loss_dB:.1f} dB; detector efficiency: {detector:.2f}")
print(f"transmission with detection, per photon: {eta:.4f}")
print(f"mean success with loss alone: {lossy_success:.4f}")
print(f"mean correct verdicts, four errors together: {right:.4f}")
print(f"wrong share of announced verdicts: {wrong_share:.4f}")
print(f"mean pairs per pulse in each source: {mean_pairs:.3f}")
print(f"chance of extra pairs, low-efficiency heralds: {extra_pairs:.4f}")
print(f"dark count rate: {dark_rate:.0f} per s; gate: {gate_ns:.1f} ns")
print(f"false Psi verdict from Phi by dark count, upper size: {dark_false:.1e}")
print(f"thermal photons per mode: {thermal:.1e}")
print(f"Kerr coefficient: {kerr_per_W_m:.0f} per W per m")
print(f"one-photon Kerr phase over the heated path length: {kerr_phase:.1e} rad")
print("every check passed")
```

Printed output:

```
IDEAL: probabilities of same-side, opposite-side, both in one counter
Psi+: 1.000, 0.000, 0.000
Psi-: 0.000, 1.000, 0.000
Phi+: 0.000, 0.000, 1.000
Phi-: 0.000, 0.000, 1.000
Phi+ chance of both photons in c0: 0.250
Phi- chance of both photons in c0: 0.250
identified states: Psi+, Psi-
mean unambiguous success: 0.500
mean success with best guesses: 0.750
identified after added rail couplers: Phi+, Psi-
mean success after added rail couplers: 0.500
EXAMPLE: rough typical silicon-chip parameters
wavelength: 1550 nm; temperature: 300 K
supermode index difference: 0.020
balanced coupler length: 19.38 um
coupler angle errors: 5.0 and 3.0 percent
coupler angles: 0.8247 and 0.8090 rad
coupler misreading of Psi+: 0.00394
coupler misreading of Psi-: 0.000247
pulse intensity full width at half maximum: 10.0 ps
path mismatch: 100 um; group index: 4.2
delay: 1.401 ps; squared overlap V: 0.9732
delay misreading of either Psi: 0.0134
thermo-optic coefficient: 1.8e-04 per K
rail temperature difference: 0.10 K over 1000 um
rail phase: 0.0730 rad; misreading of either Psi: 0.00133
chip loss: 1.0 dB; detector efficiency: 0.90
transmission with detection, per photon: 0.7149
mean success with loss alone: 0.2555
mean correct verdicts, four errors together: 0.2513
wrong share of announced verdicts: 0.0167
mean pairs per pulse in each source: 0.010
chance of extra pairs, low-efficiency heralds: 0.0390
dark count rate: 100 per s; gate: 1.0 ns
false Psi verdict from Phi by dark count, upper size: 2.0e-07
thermal photons per mode: 3.7e-14
Kerr coefficient: 200 per W per m
one-photon Kerr phase over the heated path length: 2.6e-09 rad
every check passed
```
